**Nitric-oxide yield of decomposing nitrous oxide**

The program tests a closed solution for \(u\) and \(y\), the amounts of N2O and NO per initial N2O, at constant pressure. Its final yield is \(y_\infty=\sqrt{2\beta/\kappa}\,\exp(-\arctan D/D)\) with \(D^2=2\beta\kappa-1\); for negative \(D^2\), arctan becomes artanh and \(D\) becomes \(\sqrt{1-2\beta\kappa}\). Here \(\beta\) is the share of O + N2O reactions that form NO, and \(\kappa\) is the strength of O removal by NO relative to removal by N2O. The program asserts agreement with direct integration of the reduced equations and, within 3% for NO, with a six-species kinetic network. It also asserts the weak-scavenging and short-time limits, the trends with temperature, \(\beta\) and \(\kappa\), and the near absence of temperature dependence when the activation energies are equal and scavenging is off. For the round model parameters at 1273 K and one atmosphere, the final yield is 0.103, about half the branching value of 0.207. For gas heated at 10, 100 and 1000 K/s the final yield rises from 0.065 to 0.104 and 0.160, so slower heating gives less NO.

## Verification by program

```python
"""
Nitric-oxide yield of thermally decomposing N2O at constant pressure.
Result under test: with u = N2O and y = NO per initial N2O, x = nu*t,
  S = sqrt(1 + 2*beta*kappa*(exp(2x)-1)),  y/u = (S-1)/kappa,
  u = exp(-x - [atan(D)-atan(D/S)]/D),     D^2 = 2*beta*kappa - 1,
  final y = sqrt(2*beta/kappa)*exp(-atan(D)/D)   (atanh if D^2 < 0).
nu    : first-order rate of N2O + M -> N2 + O + M
beta  : share of O + N2O reactions that give 2 NO (the rest give N2 + O2)
kappa : strength of O removal by NO (through NO2) relative to removal by N2O
All Arrhenius parameters are round model inputs. Densities are in cm^-3.
"""
import numpy as np
from scipy.constants import k as K_B, e as Q_E, atm
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

K_EV = K_B / Q_E
MODEL = dict(A_d=1e-9, E_d=2.5,    # N2O + M -> N2 + O + M
             A_a=1e-10, E_a=1.2,   # O + N2O -> 2 NO
             A_b=1e-11, E_b=0.8,   # O + N2O -> N2 + O2
             k_c=1e-32,            # O + NO + M -> NO2 + M
             k_e=1e-11,            # O + NO2 -> NO + O2
             A_f=1e-8, E_f=3.0,    # NO2 + M -> NO + O + M
             k_r=1e-33,            # O + O + M -> O2 + M
             k_w=50.0)             # wall loss of O, 1/s


def coefficients(T, p=MODEL):
    """Gas density and the temperature-dependent rate coefficients."""
    M = atm / (K_B * T) * 1e-6
    def arrhenius(name):
        return p["A_" + name] * np.exp(-p["E_" + name] / (K_EV * T))
    return M, arrhenius("d"), arrhenius("a"), arrhenius("b"), arrhenius("f")


def groups(T, p=MODEL):
    M, kd, ka, kb, _ = coefficients(T, p)
    return kd * M, ka / (ka + kb), 2 * p["k_c"] * M / (ka + kb)


def closed_form(x, beta, kappa):
    S = np.sqrt(1 + 2 * beta * kappa * np.expm1(2 * x))
    d2 = 2 * beta * kappa - 1
    D = np.sqrt(abs(d2))
    g = np.arctan if d2 > 0 else np.arctanh
    u = np.exp(-x - (g(D) - g(D / S)) / D)
    return u, u * (S - 1) / kappa


def plateau(beta, kappa):
    d2 = 2 * beta * kappa - 1
    D = np.sqrt(abs(d2))
    g = np.arctan if d2 > 0 else np.arctanh
    return np.sqrt(2 * beta / kappa) * np.exp(-g(D) / D)


def full_network(T, times, p=MODEL):
    """Amounts of N2O, NO, O, NO2, N2, O2 in a parcel free to expand."""
    M, kd, ka, kb, kf = coefficients(T, p)

    def rhs(t, X):
        volume = X.sum() / M
        n2o, no, o, no2, n2, o2 = X / volume
        rd, ra, rb = kd * M * n2o, ka * o * n2o, kb * o * n2o
        rc, re, rf = p["k_c"] * M * o * no, p["k_e"] * o * no2, kf * M * no2
        rw, rr = p["k_w"] * o, p["k_r"] * M * o * o
        return volume * np.array([
            -rd - ra - rb,
            2 * ra - rc + re + rf,
            rd - ra - rb - rc - re + rf - rw - 2 * rr,
            rc - re - rf,
            rd + rb,
            rb + re + rw / 2 + rr])

    sol = solve_ivp(rhs, (0, times[-1]), [1.0, 0, 0, 0, 0, 0], method="Radau",
                    t_eval=times, rtol=1e-7, atol=1e-13)
    assert sol.success
    return sol.y


# Closed solution against direct integration, for both signs of D^2
x_test = np.array([0.1, 0.5, 1.0, 3.0, 8.0])
for beta, kappa in [(0.2, 14.0), (0.2, 0.5), (0.7, 3.0)]:
    def reduced(x, z):
        f = z[0] / (z[0] + kappa * z[1])
        return [-z[0] * (1 + f), 2 * beta * z[0] * f]
    s = solve_ivp(reduced, (0, 8), [1.0, 0.0], t_eval=x_test,
                  method="DOP853", rtol=1e-10, atol=1e-13)
    u, y = closed_form(x_test, beta, kappa)
    assert np.allclose(s.y[0], u, atol=1e-7)
    assert np.allclose(s.y[1], y, atol=1e-7)
    assert abs(s.y[1, -1] - plateau(beta, kappa)) < 1e-3

# Limits: no scavenging by NO, and short time
assert abs(plateau(0.2, 1e-6) - 0.2) < 1e-4
assert abs(closed_form(1e-4, 0.2, 14.0)[1] / (2 * 0.2 * 1e-4) - 1) < 0.01

# Reduced description against the full kinetic network
worst = 0.0
for T in (1073.0, 1273.0, 1473.0):
    nu, beta, kappa = groups(T)
    xs = np.array([0.2, 1.0, 5.0])
    X = full_network(T, xs / nu)
    u, y = closed_form(xs, beta, kappa)
    worst = max(worst, np.max(np.abs(X[1] / y - 1)))
    assert np.allclose(X[0], u, atol=0.01)
    assert np.allclose(X.sum(axis=0), 1.5 - X[0] / 2, atol=0.005)
assert worst < 0.03

# Wall loss of O has little influence on the yield at this pressure
nu_low = groups(1073.0)[0]
end_time = np.array([5.0 / nu_low])
no_wall = full_network(1073.0, end_time, {**MODEL, "k_w": 0.0})[1, -1]
with_wall = full_network(1073.0, end_time)[1, -1]
wall_change = with_wall / no_wall - 1
assert abs(wall_change) < 0.02

# Trends, and removal of both causes of the temperature dependence
T_grid = np.linspace(1000, 1500, 51)
assert np.all(np.diff([plateau(*groups(T)[1:]) for T in T_grid]) > 0)
assert np.all(np.diff([groups(T)[1] for T in T_grid]) > 0)
assert np.all(np.diff([groups(T)[2] for T in T_grid]) < 0)
assert np.all(np.diff([plateau(b, 14.0) for b in np.linspace(.1, .9, 9)]) > 0)
assert np.all(np.diff([plateau(.2, q) for q in np.linspace(.3, 60, 40)]) < 0)
neutral = {**MODEL, "E_a": MODEL["E_b"], "k_c": 0.0}
flat = [full_network(T, np.array([5.0 / groups(T)[0]]), neutral)[1, -1]
        for T in (1073.0, 1473.0)]
assert abs(flat[0] / flat[1] - 1) < 0.01


def heated_gas(h, T_end):
    """Final NO and half-decomposition temperature at heating rate h."""
    def rhs(T, z):
        nu, beta, kappa = groups(T)
        u = np.exp(z[0])
        f = u / (u + kappa * z[1])
        return [-nu * (1 + f) / h, 2 * beta * nu * u * f / h]
    grid = np.linspace(900.0, T_end, 2001)
    s = solve_ivp(rhs, (900.0, T_end), [0.0, 0.0], method="Radau",
                  t_eval=grid, rtol=1e-7, atol=1e-10)
    assert s.success and s.y[0, -1] < np.log(1e-3)
    return s.y[1, -1], np.interp(np.log(2), -s.y[0], grid)


ramp_rows = []
for h in (10.0, 100.0, 1000.0):
    T_star = brentq(lambda T: groups(T)[0] * K_EV * T**2
                    / (MODEL["E_d"] * h) - 0.5, 950, 1800)
    y_ramp, T_half = heated_gas(h, T_star + 300)
    y_iso = plateau(*groups(T_star)[1:])
    # T_star is only a leading-order centre of a broad decomposition zone
    assert abs(T_half - T_star) < 30
    assert abs(y_ramp / y_iso - 1) < 0.30
    ramp_rows.append((h, 500 / h, T_star, T_half, y_ramp, y_iso))
assert ramp_rows[0][4] < ramp_rows[1][4] < ramp_rows[2][4]

# Worked example
print("Model inputs: prefactor (cm^3/s), activation energy (eV)")
for key, label in (("d", "N2O + M -> N2 + O + M"), ("a", "O + N2O -> 2 NO"),
                   ("b", "O + N2O -> N2 + O2"), ("f", "NO2 + M -> NO + O + M")):
    print(f"  {label}: {MODEL['A_' + key]:.0e}, {MODEL['E_' + key]:.1f}")
print(f"O + NO + M: {MODEL['k_c']:.0e} cm^6/s; O + NO2: {MODEL['k_e']:.0e} cm^3/s")
print(f"O + O + M: {MODEL['k_r']:.0e} cm^6/s; wall loss: {MODEL['k_w']:.0f} 1/s")
T0 = 1273.0
M, kd, ka, kb, kf = coefficients(T0)
nu, beta, kappa = groups(T0)
y_end = plateau(beta, kappa)
print(f"Pressure = {atm:.0f} Pa; T = {T0:.0f} K; M = {M:.3e} cm^-3")
print(f"k_d = {kd:.3e}, k_a = {ka:.3e}, k_b = {kb:.3e} cm^3/s")
print(f"nu = {nu:.4f} 1/s; beta = {beta:.4f}; kappa = {kappa:.3f}")
print(f"D = {np.sqrt(2 * beta * kappa - 1):.4f} (dimensionless)")
print(f"Initial quasi-steady O density = {nu / (ka + kb):.3e} cm^-3")
print(f"Final NO per initial N2O = {y_end:.4f}")
print(f"Final NO mole fraction = {100 * y_end / 1.5:.2f} %")
attack = y_end / (2 * beta)
print(f"Share of released O that attacks N2O = {attack / (1 - attack):.4f}")
t90 = brentq(lambda t: closed_form(nu * t, beta, kappa)[0] - 0.1, 1e-6, 20 / nu)
print(f"Time for 90 % N2O decomposition = {t90:.3f} s")
print("At 1273 K: time (s), N2O left, NO formed (per initial N2O), NO mole %")
for t in (0.01, 0.1, 1.0, 3.0, 10.0):
    u, y = closed_form(nu * t, beta, kappa)
    print(f"  {t:5.2f}  {u:.4f}  {y:.4f}  {100 * y / (1.5 - u / 2):.3f}")
print("T (K), nu (1/s), beta, kappa, NO after 1 s, final NO (per initial N2O)")
for T in (1073.0, 1173.0, 1273.0, 1373.0, 1473.0):
    v, b, q = groups(T)
    print(f"  {T:.0f}  {v:.4f}  {b:.4f}  {q:.2f}  "
          f"{closed_form(v, b, q)[1]:.5f}  {plateau(b, q):.4f}")
print("Heated gas: rate (K/s), time from 900 to 1400 K (s), T* (K),")
print("  half-decomposition T (K), final NO, isothermal final NO at T*")
for row in ramp_rows:
    print("  {:.0f}  {:.1f}  {:.0f}  {:.0f}  {:.4f}  {:.4f}".format(*row))
print(f"Largest NO deviation from full network = {100 * worst:.2f} %")
print(f"Change of NO at 1073 K due to wall loss = {100 * wall_change:.3f} %")
print(f"Equal energies, no scavenging: NO at 1073 K = {flat[0]:.4f}, "
      f"at 1473 K = {flat[1]:.4f}")
print("OK")
```

Running it gives:

```
Model inputs: prefactor (cm^3/s), activation energy (eV)
  N2O + M -> N2 + O + M: 1e-09, 2.5
  O + N2O -> 2 NO: 1e-10, 1.2
  O + N2O -> N2 + O2: 1e-11, 0.8
  NO2 + M -> NO + O + M: 1e-08, 3.0
O + NO + M: 1e-32 cm^6/s; O + NO2: 1e-11 cm^3/s
O + O + M: 1e-33 cm^6/s; wall loss: 50 1/s
Pressure = 101325 Pa; T = 1273 K; M = 5.765e+18 cm^-3
k_d = 1.266e-19, k_a = 1.775e-15, k_b = 6.805e-15 cm^3/s
nu = 0.7301 1/s; beta = 0.2069; kappa = 13.438
D = 2.1356 (dimensionless)
Initial quasi-steady O density = 8.509e+13 cm^-3
Final NO per initial N2O = 0.1032
Final NO mole fraction = 6.88 %
Share of released O that attacks N2O = 0.3324
Time for 90 % N2O decomposition = 2.520 s
At 1273 K: time (s), N2O left, NO formed (per initial N2O), NO mole %
   0.01  0.9856  0.0029  0.292
   0.10  0.8738  0.0240  2.257
   1.00  0.3503  0.0887  6.695
   3.00  0.0690  0.1026  6.999
  10.00  0.0004  0.1032  6.883
T (K), nu (1/s), beta, kappa, NO after 1 s, final NO (per initial N2O)
  1073  0.0124  0.1168  69.13  0.00262  0.0414
  1173  0.1135  0.1605  28.75  0.02379  0.0687
  1273  0.7301  0.2069  13.44  0.08870  0.1032
  1373  3.5594  0.2538  6.89  0.14351  0.1436
  1473  13.9263  0.2997  3.81  0.18771  0.1877
Heated gas: rate (K/s), time from 900 to 1400 K (s), T* (K),
  half-decomposition T (K), final NO, isothermal final NO at T*
  10  50.0  1170  1170  0.0649  0.0676
  100  5.0  1284  1280  0.1035  0.1074
  1000  0.5  1423  1414  0.1600  0.1651
Largest NO deviation from full network = 0.57 %
Change of NO at 1073 K due to wall loss = -0.098 %
Equal energies, no scavenging: NO at 1073 K = 0.9070, at 1473 K = 0.9087
OK
```
